Boron-11 at the Thomas-Fermi velocity

**Problem**

A boron-11 ion is implanted into silicon. How it loses energy to electrons depends on its speed compared with the speeds of the electrons it carries. One measure of the latter is the Thomas-Fermi velocity,

v_TF = Z^(2/3) v₀,

where Z is the nuclear charge number of the ion and v₀ = e²/(4πε₀ħ) is the Bohr velocity. An estimate puts boron-11 at this velocity when its kinetic energy is about 2.35 MeV.

Take Z = 5, an atomic mass M = 11.0093 u, hence M/mₑ = 20068.7, and the Rydberg energy Ry = 13.6057 eV. For silicon, take a cubic lattice constant of 0.543 nm. The target is at rest, and energies are measured in the laboratory.

(a) Show that v₀ is the root-mean-square (rms) speed of the electron in the hydrogen ground state, and that Ry = mₑv₀²/2.

(b) Show that electron speeds in the Thomas-Fermi atom scale as Z^(2/3).

(c) Derive the ion energy at v_TF, evaluate it for boron-11, and account for the figure of 2.35 MeV.

(d) Use a speed criterion to find which electrons the ion keeps at v_TF. Compare implants at 200, 1000 and 3000 keV.

(e) Estimate how the energy changes with relativity, the mass of missing electrons, the choice of prefactor in v_TF, and the motion of silicon's valence electrons.

**Solution**

**(a) The Bohr velocity**

Treat the proton as infinitely heavy and try the nodeless wave function

ψ(r) = exp(−r/a)/√(πa³).

For a function of r alone, ∇²ψ = ψ″ + 2ψ′/r. Since ψ′ = −ψ/a and ψ″ = ψ/a², the Schrödinger equation becomes

−(ħ²/2mₑ)[1/a² − 2/(ar)] − e²/(4πε₀r) = E.

The left side must be independent of r, so the two terms in 1/r must cancel:

ħ²/(mₑa) = e²/(4πε₀).

This fixes a as the Bohr radius,

a₀ = 4πε₀ħ²/(mₑe²).

The remaining constant is the energy, E = −ħ²/(2mₑa₀²). Because ψ has no node, this is the ground state.

The mean square momentum follows by one integration by parts, whose boundary term vanishes:

⟨p²⟩ = ħ² ∫ |∇ψ|² d³r = (ħ²/a₀²) ∫ ψ² d³r = ħ²/a₀².

The rms speed is therefore

v_rms = ħ/(mₑa₀) = e²/(4πε₀ħ) = v₀.

The ionization energy is −E = ħ²/(2mₑa₀²) = mₑv₀²/2, which is Ry. Numerically v₀ = 2.1877 × 10⁶ m/s.

**(b) Why the exponent is two thirds**

Use atomic units here: lengths in a₀, speeds in v₀, energies in hartree (1 hartree = 2 Ry), so that ħ = mₑ = e²/(4πε₀) = 1. Momentum and speed then have the same numerical value.

The Thomas-Fermi model treats the electrons near each point as a uniform gas that fills all momenta up to a local limit p_F(r). A phase-space volume (2π)³ holds two electrons, one for each spin, so the density is

n = 2 (4π/3) p_F³/(2π)³ = p_F³/(3π²).

Write the electrostatic potential of the nucleus and all electrons as Zφ(r)/r. Close to the nucleus there is no screening, so φ(0) = 1. In a neutral atom the potential and the density both vanish far away. The highest filled level, which must be the same everywhere, therefore has zero energy:

p_F²/2 − Zφ/r = 0, or p_F = √(2Zφ/r).

Away from the nucleus the charge density is −n, so Poisson's equation reads ∇²(Zφ/r) = 4πn. For a function of r alone, ∇²(φ/r) = φ″/r. Hence

Zφ″/r = 4πn = (4/(3π)) (2Zφ/r)^(3/2),

φ″ = (4r/(3πZ)) (2Zφ/r)^(3/2).

Now measure distance by r = λx, with λ still free. The second derivative with respect to x is λ² times that with respect to r:

d²φ/dx² = λ² (4λx/(3πZ)) (2Z)^(3/2) λ^(−3/2) (φ/x)^(3/2)

= [8√2/(3π)] Z^(1/2) λ^(3/2) φ^(3/2)/√x.

The nuclear charge drops out if λ is proportional to Z^(−1/3). Choosing λ = bZ^(−1/3), with b^(3/2) = 3π/(8√2), makes the prefactor one:

d²φ/dx² = φ^(3/2)/√x.

The boundary conditions, φ = 1 at x = 0 and φ → 0 at large x, do not contain Z either. One function φ(x) thus serves every neutral atom in this model. Inserting r = bZ^(−1/3)x into the local momentum gives

p_F = √(2Zφ/r) = Z^(2/3) √(2φ/(bx)).

At corresponding points, meaning equal x, all momenta grow as Z^(2/3). The number of electrons in a shell is proportional to p_F³r²dr. This scales as Z² × Z^(−1) = Z, so each range of x holds the same fraction of the electrons in every atom. The average over the whole atom therefore keeps the local scaling:

v_rms = C Z^(2/3) v₀,

with a pure number C.

To test this law, the equation for φ(r) was solved numerically in its unscaled form for Z = 5, 20 and 80. The rms speeds were 3.6257, 9.1361 and 23.0215 v₀. Between neighbouring charges they give an exponent of 0.66667 in both cases. For Z = 5 the kinetic energy per electron is 6.5727 hartree, so

v_rms/v₀ = √(2 × 6.5727) = 3.6257,

C = 3.6257/2.9240 = 1.240.

The definition of v_TF replaces C by one. It is a convention that keeps the scaling and drops a factor of order one. Part (e) shows what this choice does to the energy.

**(c) The ion energy**

The ion moves at about two per cent of the speed of light, as checked below, so its kinetic energy is Mv²/2. Insert v_TF, then multiply and divide by mₑ to bring in the Rydberg energy:

E_TF = ½M Z^(4/3) v₀²

= (M/mₑ) Z^(4/3) (½mₑv₀²)

= (M/mₑ) Ry Z^(4/3).

The exponent has doubled from 2/3 to 4/3 because energy goes as the square of speed. The mass enters linearly, since v_TF depends on nuclear charge and not on mass. For Z = 1 and a mass of one unit the formula gives 24.802 keV, the energy per mass unit at the Bohr velocity.

For boron-11, the energy at v₀ is

20068.7 × 13.6057 eV = 273.05 keV.

With 5^(4/3) = 8.5499,

E_TF = 273.05 keV × 8.5499 ≈ 2335 keV = 2.335 MeV.

The speed is

v_TF = 2.9240 × 2.1877 × 10⁶ m/s = 6.397 × 10⁶ m/s,

which is 0.02134 of the speed of light.

The figure of 2.35 MeV is reproduced by rounding the inputs. With 25 keV per mass unit and a mass of 11 units,

25 keV × 11 × 8.5499 = 2351 keV.

This is 0.7 per cent above the value from the unrounded inputs. Rounding 24.802 up to 25 raises the result by 0.8 per cent, and rounding the mass down lowers it by 0.1 per cent. So "about 2.35 MeV" holds as an estimate, while the stated definition gives 2.335 MeV.

**(d) Which electrons the ion keeps**

View the collision from the moving ion. Target atoms sweep past at speed v and disturb the ion's electrons. If an electron orbits much faster than the disturbance passes, it can adjust to the slowly changing field and tends to stay bound. If it orbits more slowly, the disturbance is sudden and can remove it. This suggests a rough criterion: the ion loses those electrons whose orbital speed is below v.

An orbital speed can be assigned from the ionization energy I. In part (a) the mean kinetic energy of the hydrogen electron equals its ionization energy. Applying the same relation to each boron electron gives

½mₑv_orb² = I, or v_orb = v₀√(I/Ry).

For electrons in a screened field this is an assignment of scale and not an identity. The condition v_orb < v is then the same as I < ½mₑv². At v_TF the right side is

Ry Z^(4/3) = 13.6057 eV × 8.5499 = 116.3 eV.

The successive ionization energies of boron were calculated as differences of spin-unrestricted Hartree-Fock total energies, with an uncontracted triple-zeta Gaussian basis. A larger basis changes only the first orbital speed, from 0.768 to 0.769 v₀, while restricted open-shell Hartree-Fock lowers the first entry to 7.9 eV and 0.764 v₀. The values omit relativity and electron correlation; correlation raises the second one to about 25.1 eV:

- first: 8.0 eV, orbital speed 0.768 v₀
- second: 23.4 eV, orbital speed 1.313 v₀
- third: 37.8 eV, orbital speed 1.667 v₀
- fourth: 258.1 eV, orbital speed 4.356 v₀
- fifth: 340.1 eV, orbital speed 5.000 v₀

Three electrons lie below 116.3 eV and two lie above it. The criterion therefore leaves a boron ion of charge +3 with its two innermost electrons, the K shell, still in place. The count does not depend on fine details of the ionization energies. The threshold would have to fall by a factor of 3.1, or rise by a factor of 2.2, before it changed.

The energy at which the ion matches the fourth electron follows from the same conversion between electron and ion energy at equal speed:

E = (M/mₑ) I₄ = 20068.7 × 258.1 eV ≈ 5180 keV.

For the third electron it is 20068.7 × 37.8 eV ≈ 760 keV. Between these two energies the criterion predicts no change of charge, and 2335 keV lies inside this interval. For boron, then, v_TF does not mark the loss of a particular electron. It falls in the gap between the outer electrons and the K shell, as an average over both groups may do.

For the three implants, v/v_TF = √(E/E_TF), apart from a negligible relativistic correction:

- 200 keV: √(200/2334.5) = 0.29, so v = 0.86 v₀
- 1000 keV: √(1000/2334.5) = 0.65, so v = 1.91 v₀
- 3000 keV: √(3000/2334.5) = 1.13, so v = 3.31 v₀

Comparison with the orbital speeds gives one lost electron at 200 keV and three at both higher energies. The count at 200 keV depends on how the speed is assigned. The Hartree-Fock kinetic energy of the outermost electron of neutral boron corresponds to 1.23 v₀ rather than 0.768 v₀, and with that speed the criterion removes no electron at 200 keV. Speeds taken from orbital kinetic energies still give three at 1000 keV, at v_TF and at 3000 keV. A real ion in a solid captures and loses electrons repeatedly, so its charge fluctuates and the sharp steps of the criterion are smoothed out.

The ratio v/v_TF also bears on electronic stopping, the energy lost to electrons per unit path. At low speed the drag force must reverse when the velocity reverses. If it can be expanded about v = 0, only odd powers of v appear, and the leading term is proportional to v unless its coefficient happens to vanish. At high speed and fixed ion charge, a target electron feels the ion for a time proportional to 1/v. The momentum it receives scales as 1/v and its energy as 1/v², so the stopping falls, apart from a slowly varying factor. A law proportional to v must fail somewhere between these limits. At fixed charge the speed at which it fails is set by the target electrons. For a point charge in the free-electron gas of part (e), treated in linear response, the stopping peaks between 1.2 and 1.9 v₀ and is only about 0.3 of the linear value at v_TF. The velocity v_TF enters through the ion, whose charge grows as it loses electrons, and the argument does not place the maximum of the stopping at v_TF. Of the three implants, the one at 200 keV is well on the slow side, while those at 1000 and 3000 keV lie in the region where a linear law needs checking.

**(e) What the simple value leaves out**

**Relativity.** Let β = v_TF/c. The relativistic kinetic energy at the same speed is

(1/√(1 − β²) − 1)Mc² = Mc²(β²/2 + 3β⁴/8 + …)

= E_TF(1 + 3β²/4 + …).

With β = 0.02134 the relative increase is 3.4 × 10⁻⁴, or 0.80 keV.

The reverse question is how fast an ion of kinetic energy E_TF moves according to relativity. Its Lorentz factor is γ = 1 + β²/2, and its actual speed β′c satisfies

β′² = 1 − 1/γ² = β² − 3β⁴/4 + …,

β′ = β(1 − 3β²/8 + …).

The predicted ratio to v_TF is 1 − 1.71 × 10⁻⁴. The relativistic speed evaluated without expansion gives 0.999829, in agreement.

**Missing electrons.** The mass M is that of the neutral atom. Removing all five electrons lowers the kinetic energy at fixed speed by five times the electron energy found in part (d):

5 × 116.3 eV = 0.58 keV.

For an ion that lacks fewer electrons the change is smaller still. Both this correction and the relativistic one are far below the 17 keV difference between the rounded estimate and 2335 keV.

**The prefactor.** The choice C = 1 matters much more. If the ion is required to match the rms electron speed of the Thomas-Fermi atom, the energy rises by C²:

2334.5 keV × 1.240² ≈ 3590 keV.

This is 54 per cent above E_TF. The Thomas-Fermi model is a statistical one, however, and boron has only five electrons. The Hartree-Fock calculation for the neutral atom gives an rms speed of 3.133 v₀, compared with 3.626 v₀ in the Thomas-Fermi model. Matching the Hartree-Fock speed requires

2334.5 keV × (3.133/2.924)² ≈ 2680 keV,

which is 15 per cent above E_TF. These are answers to differently worded questions, and they do not correct the energy that follows from the stated definition. They show that, as a physical boundary, the Thomas-Fermi velocity fixes the energy only to within a factor of about 1.5.

**Motion of the target electrons.** Silicon has eight atoms in its cubic cell and four valence electrons per atom. With the given lattice constant of 0.543 nm, the valence density is

n = 32/(0.543 nm)³ = 2.00 × 10²³ cm⁻³.

Treat these electrons as a uniform free-electron gas. Its Fermi speed, from the density formula in part (b) with ordinary units restored, is

v_F = (ħ/mₑ)(3π²n)^(1/3) = 0.957 v₀.

The ion meets these electrons with a relative speed that depends on their motion. For an electron of speed u < v, average over the cosine s of the angle between the two velocities:

½ ∫₋₁¹ √(v² + u² − 2vus) ds = [(v + u)³ − (v − u)³]/(6uv)

= (6v²u + 2u³)/(6uv)

= v + u²/(3v).

In a filled Fermi sphere the number of electrons with speed near u is proportional to u², so

⟨u²⟩ = ∫₀^v_F u⁴ du / ∫₀^v_F u² du = 3v_F²/5.

For v > v_F the mean relative speed is therefore

⟨v_rel⟩ = v + v_F²/(5v).

At v = v_TF this gives 2.924 v₀ + 0.063 v₀ = 2.987 v₀, and direct numerical integration over the sphere gives the same value. The electrons' motion raises the mean encounter speed by 2 per cent. The effect grows as the ion slows: at 200 keV, where v = 0.86 v₀ lies below v_F and outside the range of the derivation, direct integration gives 1.07 v₀, which is 25 per cent above the ion speed.

If the mean relative speed, instead of the ion speed, is required to equal v_TF, then

v² − v_TF v + v_F²/5 = 0.

The larger root is the one with v > v_F, as the derivation requires:

v = ½[v_TF + √(v_TF² − 4v_F²/5)]

= ½[2.924 + √(8.550 − 0.733)] v₀ = 2.860 v₀.

The corresponding ion energy is

2334.5 keV × (2.860/2.924)² ≈ 2233 keV,

or 4 per cent below E_TF.

**Comparison with real implants.** The value of 2335 keV lies between the second and third of the implant energies considered here. A real silicon target breaks the assumption of electrons at rest, and in the free-electron estimate this moves the matching energy by about 4 per cent. That figure covers the valence electrons only and is not an upper limit: near the nuclei they move faster than in a uniform gas, and silicon's inner electrons are faster still. In a Hartree-Fock free silicon atom the valence electrons have ⟨u²⟩ of about 2.3 v₀², against 0.55 v₀² in the gas, and inserting that value into the same formula gives a rough shift near 20 per cent. The crystal's valence density is also not uniform, so an ion travelling along an open channel meets a different electron density from one on a random path. That effect is not included in the 4 per cent. Finally, the ion loses energy as it penetrates: one implanted at 3000 keV starts above v_TF and passes through it on the way to rest. A stopping model for such an implant must therefore cover both sides of this velocity, even though the ion starts on the fast side.

Computed values

```
Boron-11 mass: 11.0093 u
Bohr velocity v0: 2.1877 x 10^6 m/s
Hydrogen 1s rms speed / v0: 1.000000
Z^(2/3): 2.9240;  Z^(4/3): 8.5499
Thomas-Fermi velocity: 6.3968 x 10^6 m/s
v_TF / c: 0.02134
Rydberg energy: 13.6057 eV
Mass ratio M/m_e: 20068.7
Energy per mass unit at v0: 24.802 keV/u
Boron-11 energy at v0: 273.05 keV
Boron-11 energy at v_TF: 2334.5 keV = 2.335 MeV
Same with 25 keV/u and 11 u: 2351.2 keV
Electron energy at v_TF: 116.3 eV
Relativistic speed at that ion energy / v_TF: 0.999829
TF atom Z=5: kinetic energy per electron 6.5727 hartree, rms speed 3.6257 v0
TF atom Z=20: kinetic energy per electron 41.7339 hartree, rms speed 9.1361 v0
TF atom Z=80: kinetic energy per electron 264.9938 hartree, rms speed 23.0215 v0
Fitted speed exponents (5-20, 20-80): 0.66667, 0.66667
TF rms speed / (Z^(2/3) v0): 1.2400
HF boron ionization 1: 8.0 eV, orbital speed 0.768 v0
HF boron ionization 2: 23.4 eV, orbital speed 1.313 v0
HF boron ionization 3: 37.8 eV, orbital speed 1.667 v0
HF boron ionization 4: 258.1 eV, orbital speed 4.356 v0
HF boron ionization 5: 340.1 eV, orbital speed 5.000 v0
Electrons slower than the ion at v_TF: 3 of 5
Ion energy matching fourth electron: 5180 keV
Implant at 200 keV: speed / v_TF = 0.293
Implant at 1000 keV: speed / v_TF = 0.654
Implant at 3000 keV: speed / v_TF = 1.133
Relativistic correction: 0.80 keV
Mass of all five electrons: 0.58 keV
HF boron rms electron speed: 3.133 v0
Ion energy at TF rms speed: 3589 keV
Ion energy at HF rms speed: 2679 keV
Silicon lattice constant (rough): 0.543 nm
Silicon valence density: 1.999e+23 cm^-3
Silicon valence Fermi speed: 0.957 v0
Mean relative speed at v_TF: 2.9867 v0
Ion energy for mean relative speed v_TF: 2233 keV
```
